# How Long an Anneal Halves the Peak of a Buried Implant: verification in Python

```python
# Result under test: a deeply buried Gaussian implant of straggle s falls to
# half its peak concentration when D*t = 1.5*s**2.
# Symbols: R = projected range (depth of peak), s = initial standard deviation,
# Q = dose, D = diffusivity, t = anneal time, N = dopant concentration,
# n_i = intrinsic carrier concentration at the anneal temperature.
# Lengths are in nm and times in s inside the solver; profiles are scaled
# to the initial peak. Material parameters are rough, round values in the
# regime of a deep boron implant in silicon.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.special import ndtr

NM_PER_CM = 1e7
range_nm = 800.0
straggle = 120.0
dose = 1e13                    # cm^-2
diff_cm = 1.5e-13              # cm^2/s
temp = 1373.0                  # K
ramp_temp = 1073.0             # K
n_i = 1e19                     # cm^-3
act_dopant = 3.5               # eV, activation energy of D
act_inter = 5.0                # eV, activation energy of D_I*C_I_eq
inter_product = 1e8            # cm^-1 s^-1, D_I*C_I_eq at temp
k_ev = constants.k / constants.e
diff = diff_cm * NM_PER_CM**2  # nm^2/s

half_dt = 1.5 * straggle**2
half_time = half_dt / diff
peak_start = dose / (np.sqrt(2*np.pi) * straggle / NM_PER_CM)

# The spreading Gaussian satisfies the diffusion equation.
X, T = sp.symbols("X T", real=True)
S, DD = sp.symbols("S DD", positive=True)
variance = S**2 + 2*DD*T
gauss = sp.exp(-X**2/(2*variance)) / sp.sqrt(2*sp.pi*variance)
residual = sp.diff(gauss, T) - DD*sp.diff(gauss, X, 2)
assert sp.simplify(residual / gauss) == 0

# Direct superposition of point sources, compared with the spread Gaussian.
def superposed(offset):
    def integrand(y):
        source = np.exp(-y**2/(2*straggle**2))
        kernel = np.exp(-(offset-y)**2/(4*half_dt))
        return source * kernel / np.sqrt(4*np.pi*half_dt)
    return quad(integrand, -12*straggle, 12*straggle,
                epsabs=1e-12, limit=200)[0]

for offset in (0.0, 100.0, 300.0):
    expected = 0.5*np.exp(-offset**2/(8*straggle**2))
    assert abs(superposed(offset) - expected) < 1e-8

# Finite-volume diffusion on the half-line.
dx = 5.0
depth = np.arange(0.0, 2400.0 + dx/2, dx)

def evolve(start, diffusivity, end, absorbing=False, stop_at_half=False):
    start = start.copy()
    if absorbing:
        start[0] = 0.0

    def rate(t, c):
        middle = 0.5*(c[1:] + c[:-1])
        flux = -diffusivity(t, middle) * np.diff(c) / dx
        out = np.empty_like(c)
        out[1:-1] = (flux[:-1] - flux[1:]) / dx
        out[0] = 0.0 if absorbing else -2*flux[0]/dx
        out[-1] = 2*flux[-1]/dx
        return out

    def crossing(t, c):
        return np.max(c) - 0.5*np.max(start)
    crossing.terminal = True
    sol = solve_ivp(rate, (0.0, end), start, method="LSODA",
                    lband=1, uband=1, rtol=1e-8, atol=1e-10,
                    events=crossing if stop_at_half else None)
    assert sol.success
    if stop_at_half:
        assert len(sol.t_events[0]) == 1
        return sol.t_events[0][0]
    return sol.y[:, -1]

def constant_d(t, c):
    return diff

def ramped_d(t, c):
    # Its time integral reaches diff*half_time at t = half_time.
    return diff*(0.2 + 1.6*t/half_time)

initial = np.exp(-(depth-range_nm)**2/(2*straggle**2))
time_num = evolve(initial, constant_d, 3*half_time, stop_at_half=True)
time_ramp = evolve(initial, ramped_d, 3*half_time, stop_at_half=True)
# Tolerance covers the second-order error of the 5 nm grid.
assert abs(time_num/half_time - 1) < 2e-3
assert abs(time_ramp/half_time - 1) < 2e-3

# Surface correction at depth R, at the moment D*t = 1.5*s**2.
def surface_ratio(r, sign):
    direct = ndtr(2*r/np.sqrt(3))
    image = np.exp(-r**2/2) * ndtr(r/np.sqrt(3))
    return 0.5*(direct + sign*image)

surface_rows = []
for r in (2, 3, 4):
    start = np.exp(-(depth-r*straggle)**2/(2*straggle**2))
    index = int(round(r*straggle/dx))
    row = [r]
    for sign, absorbing in ((1, False), (-1, True)):
        final = evolve(start, constant_d, half_time, absorbing)
        formula = surface_ratio(r, sign)
        assert abs(final[index] - formula) < 1e-3
        row += [formula, np.max(final)]
    surface_rows.append(row)

# Concentration-dependent diffusion with the built-in field.
def hole_ratio(u):
    return u + np.sqrt(u**2 + 1)

def field_factor(u):
    return 1 + u/np.sqrt(u**2 + 1)

u0, step = 0.7, 1e-5
slope = (np.log(hole_ratio(u0*np.exp(step)))
         - np.log(hole_ratio(u0*np.exp(-step)))) / (2*step)
assert abs(1 + slope - field_factor(u0)) < 1e-7

def extrinsic_d(t, c):
    u = peak_start*c/(2*n_i)
    return diff*hole_ratio(u)*field_factor(u)

time_ext = evolve(initial, extrinsic_d, 3*half_time, stop_at_half=True)
assert time_ext < time_num
change_ext = 100*(time_ext/time_num - 1)

# Skewed profile: joined half-Gaussians, width ratio 2, same total spread.
short = straggle/np.sqrt((1 - 2/np.pi) + 2)
side = np.where(depth < range_nm, 2*short, short)
skewed = np.exp(-(depth-range_nm)**2/(2*side**2))
weight = skewed/np.sum(skewed)
mean = np.sum(weight*depth)
spread = np.sqrt(np.sum(weight*(depth-mean)**2))
skewness = np.sum(weight*(depth-mean)**3)/spread**3
assert abs(spread - straggle) < 0.3
time_skew = evolve(skewed, constant_d, 3*half_time, stop_at_half=True)
change_skew = 100*(time_skew/time_num - 1)

# Excess interstitials: exposure at the source depth, absorbing surface.
# In units of R and R**2/D_I, the time integral per unit dose must be 1.
def exposure(log_time):
    t = np.exp(log_time)
    return -np.expm1(-1/t)/np.sqrt(4*np.pi*t)*t

total = sum(quad(exposure, a, a+10, epsabs=1e-11)[0]
            for a in range(-50, 60, 10))
assert abs(total - 1) < 1e-6

def damage_percent(temperature):
    inverse = (1/temperature - 1/temp)/k_ev
    d_here = diff_cm*np.exp(-act_dopant*inverse)
    product = inter_product*np.exp(-act_inter*inverse)
    extra = d_here*dose*(range_nm/NM_PER_CM)/product
    return 100*extra/(half_dt/NM_PER_CM**2)

temp_change = 100*np.expm1(act_dopant/k_ev*(1/temp - 1/(temp+10)))
r_example = range_nm/straggle
surface_bound = np.exp(-r_example**2/2)

print(f"Projected range R: {range_nm:.0f} nm")
print(f"Initial straggle s: {straggle:.0f} nm")
print(f"Depth ratio R/s: {r_example:.2f}")
print(f"Dose Q: {dose:.1e} cm^-2")
print(f"Diffusivity D: {diff_cm:.2e} cm^2/s")
print(f"Anneal temperature: {temp:.0f} K")
print(f"Required Dt: {half_dt:.0f} nm^2 = {half_dt/NM_PER_CM**2:.3e} cm^2")
print(f"Half-peak time, formula: {half_time:.1f} s = {half_time/60:.1f} min")
print(f"Half-peak time, numerical: {time_num:.1f} s")
print(f"Half-peak time, D rising in time: {time_ramp:.1f} s")
print(f"Final standard deviation: {np.sqrt(straggle**2+2*half_dt):.0f} nm")
print(f"Initial peak concentration: {peak_start:.3e} cm^-3")
print(f"Final peak concentration: {peak_start*superposed(0.0):.3e} cm^-3")
print(f"Peak ratio if variance only doubles: {1/np.sqrt(2):.4f}")
print("Surface check at Dt=1.5 s^2 (fractions of initial peak):")
for r, refl, refl_max, absb, absb_max in surface_rows:
    print(f"R/s={r}: reflecting at R {refl:.5f}, maximum {refl_max:.5f}")
    print(f"R/s={r}: absorbing at R {absb:.5f}, maximum {absb_max:.5f}")
print(f"Example: image term relative to peak, at most {surface_bound:.1e}")
print(f"Intrinsic concentration n_i (rough): {n_i:.1e} cm^-3")
print(f"Initial peak N/n_i: {peak_start/n_i:.4f}")
print(f"Time change, concentration and field: {change_ext:.2f} %")
print(f"Skewed profile, half-widths: {2*short:.1f} and {short:.1f} nm")
print(f"Skewed profile, standard deviation: {spread:.1f} nm")
print(f"Skewed profile, skewness: {skewness:.2f}")
print(f"Time change, skewed profile: {change_skew:.1f} %")
print(f"D_I*C_I_eq at anneal (rough): {inter_product:.1e} cm^-1 s^-1")
print(f"Activation energy of D (rough): {act_dopant:.1f} eV")
print(f"Activation energy of D_I*C_I_eq (rough): {act_inter:.1f} eV")
print(f"Damage-added Dt at {temp:.0f} K: {damage_percent(temp):.2f} %")
print(f"Damage-added Dt at {ramp_temp:.0f} K: "
      f"{damage_percent(ramp_temp):.1f} %")
print(f"Change of D for +10 K: {temp_change:.1f} %")
print("success")
```

Running it gives:

```
Projected range R: 800 nm
Initial straggle s: 120 nm
Depth ratio R/s: 6.67
Dose Q: 1.0e+13 cm^-2
Diffusivity D: 1.50e-13 cm^2/s
Anneal temperature: 1373 K
Required Dt: 21600 nm^2 = 2.160e-10 cm^2
Half-peak time, formula: 1440.0 s = 24.0 min
Half-peak time, numerical: 1440.2 s
Half-peak time, D rising in time: 1440.1 s
Final standard deviation: 240 nm
Initial peak concentration: 3.325e+17 cm^-3
Final peak concentration: 1.662e+17 cm^-3
Peak ratio if variance only doubles: 0.7071
Surface check at Dt=1.5 s^2 (fractions of initial peak):
R/s=2: reflecting at R 0.55404, maximum 0.58239
R/s=2: absorbing at R 0.43550, maximum 0.44852
R/s=3: reflecting at R 0.50519, maximum 0.50548
R/s=3: absorbing at R 0.49454, maximum 0.49479
R/s=4: reflecting at R 0.50017, maximum 0.50019
R/s=4: absorbing at R 0.49983, maximum 0.49985
Example: image term relative to peak, at most 2.2e-10
Intrinsic concentration n_i (rough): 1.0e+19 cm^-3
Initial peak N/n_i: 0.0332
Time change, concentration and field: -1.37 %
Skewed profile, half-widths: 156.1 and 78.1 nm
Skewed profile, standard deviation: 120.0 nm
Skewed profile, skewness: -0.50
Time change, skewed profile: -6.0 %
D_I*C_I_eq at anneal (rough): 1.0e+08 cm^-1 s^-1
Activation energy of D (rough): 3.5 eV
Activation energy of D_I*C_I_eq (rough): 5.0 eV
Damage-added Dt at 1373 K: 0.56 %
Damage-added Dt at 1073 K: 19.2 %
Change of D for +10 K: 23.8 %
success
```
